**Linear stability of gentlest ascent dynamics**

The program tests the rates $\lambda_k$, $-\lambda_j$ and $(\lambda_k-\lambda_j)/\gamma$ ($j\neq k$) for small deviations from a stationary point, where $\lambda_i$ are the Hessian eigenvalues, $v_k$ is the eigenvector along which the force is reversed, and $\gamma$ sets how slowly the mode vector turns. It asserts that they agree with the eigenvalues of a numerically differentiated flow, for a five-coordinate cubic potential with every index and every attached mode. Of these 30 cases one is stable: the index-one saddle with its lowest mode. For a two-coordinate model it finds 18 fixed points up to the sign of the mode vector and asserts that the four stable ones are the index-one saddles with their lowest modes. It also asserts the escape rate from a minimum, the arrival rate at a saddle, the radial rate of the unconstrained mode equation, a nonzero curl of the reversed force, and the behaviour of Euler steps on either side of the predicted limit. The output shows a trajectory that climbs from near one of the two equivalent deepest minima to a saddle 0.838 eV above that minimum and approaches it at a rate of 1.868 eV/Å².

## Verification by program

```python
"""
Result under test: for gentlest ascent dynamics
    x' = F - 2 (v.F) v,    gamma v' = -(I - v v^T) H v,    |v| = 1,
the linearization at a critical point with attached Hessian eigenvector v_k
has the rates  lambda_k,  -lambda_j,  (lambda_k - lambda_j)/gamma  (j != k).
Only an index-one saddle with its negative mode attached is stable.
x: coordinates, F: force = -gradient of V, H: Hessian of V,
lambda: Hessian eigenvalues in ascending order, gamma: mode relaxation ratio.
Model units: eV, angstrom (A); time is in A^2/eV and rates are in eV/A^2.
"""
from itertools import permutations
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.optimize import root


def jacobian(field, point, step=1e-5):
    """Central-difference Jacobian of a vector field."""
    columns = []
    for unit in np.eye(len(point)):
        columns.append((field(point + step * unit)
                        - field(point - step * unit)) / (2 * step))
    return np.array(columns).T


def predicted_rates(lam, k, gamma):
    others = np.delete(lam, k)
    return np.sort(np.concatenate(
        ([lam[k]], -others, (lam[k] - others) / gamma)))


def numerical_rates(jac):
    values = np.linalg.eigvals(jac)
    assert np.max(np.abs(values.imag)) < 1e-6
    return np.sort(values.real)


# ---- General test: five coordinates, random modes and cubic couplings ----
rng = np.random.default_rng(7)
dim, gamma_general = 5, 0.83
modes = np.linalg.qr(rng.normal(size=(dim, dim)))[0]
raw = rng.normal(size=(dim, dim, dim))
cubic = sum(np.transpose(raw, p) for p in permutations(range(3))) / 6


def general_jacobian(lam, k):
    """Differentiate the flow in x and in tangent coordinates of the sphere."""
    h0 = modes @ np.diag(lam) @ modes.T
    v0, tangent = modes[:, k], np.delete(modes, k, axis=1)

    def field(z):
        x = z[:dim]
        v = v0 + tangent @ z[dim:]
        v = v / np.linalg.norm(v)
        grad = h0 @ x + 0.5 * np.einsum('ijk,j,k->i', cubic, x, x)
        hv = (h0 + np.einsum('ijk,k->ij', cubic, x)) @ v
        xdot = -grad + 2 * (v @ grad) * v
        vdot = -(hv - (v @ hv) * v) / gamma_general
        return np.concatenate((xdot, tangent.T @ vdot))

    return jacobian(field, np.zeros(2 * dim - 1)), v0, tangent


magnitudes = np.array([1.0, 1.7, 2.9, 4.1, 5.3])
general_cases, general_stable, general_error = 0, [], 0.0
smallest_coupling = np.inf
for index in range(dim + 1):
    lam = magnitudes.copy()
    lam[:index] *= -1
    lam = np.sort(lam)
    for k in range(dim):
        jac, v0, tangent = general_jacobian(lam, k)
        rates = numerical_rates(jac)
        error = np.max(np.abs(rates - predicted_rates(lam, k, gamma_general)))
        general_error = max(general_error, error)
        assert np.max(np.abs(jac[:dim, dim:])) < 1e-7
        coupling = -tangent.T @ np.einsum('ijk,j->ik', cubic, v0)
        coupling /= gamma_general
        assert np.allclose(jac[dim:, :dim], coupling, atol=1e-7)
        smallest_coupling = min(smallest_coupling, np.linalg.norm(coupling))
        general_cases += 1
        if rates[-1] < 0:
            general_stable.append((index, k))
assert general_error < 1e-6
assert smallest_coupling > 0.1
assert general_stable == [(1, 0)]

# A minimum with a degenerate lowest eigenvalue is still unstable.
degenerate = np.array([1.0, 1.0, 2.9, 4.1, 5.3])
degenerate_rates = numerical_rates(general_jacobian(degenerate, 0)[0])
assert abs(degenerate_rates[-1] - 1.0) < 1e-6

# ---- Two-coordinate model ----
A, B, a, c, gamma = 0.5, 1.2, 1.0, 0.3, 1.0
sx, sy = sp.symbols('x y', real=True)
V_sym = A*(sx**2/a**2 - 1)**2 + B*(sy**2/a**2 - 1)**2 + c*sx*sy
energy = sp.lambdify((sx, sy), V_sym, 'numpy')
grad_raw = sp.lambdify((sx, sy), [sp.diff(V_sym, q) for q in (sx, sy)], 'numpy')
hess_raw = sp.lambdify((sx, sy), sp.hessian(V_sym, (sx, sy)).tolist(), 'numpy')


def gradient(x):
    return np.array(grad_raw(*x), dtype=float)


def hessian(x):
    return np.array(hess_raw(*x), dtype=float)


def flow(z):
    """Coupled dynamics with v = (cos angle, sin angle)."""
    v = np.array([np.cos(z[2]), np.sin(z[2])])
    normal = np.array([-v[1], v[0]])
    g = gradient(z[:2])
    xdot = -g + 2 * (v @ g) * v
    return np.append(xdot, -(normal @ hessian(z[:2]) @ v) / gamma)


def lowest_mode_flow(x):
    """Force reflected along the exact lowest Hessian eigenvector."""
    v = np.linalg.eigh(hessian(x))[1][:, 0]
    g = gradient(x)
    return -g + 2 * (v @ g) * v


# Two cubic equations without common zeros at infinity have nine solutions,
# so nine distinct real solutions are the complete set.
critical = []
for x0 in (-1.0, 0.0, 1.0):
    for y0 in (-1.0, 0.0, 1.0):
        point = root(gradient, [x0, y0], jac=hessian, tol=1e-13).x
        assert np.linalg.norm(gradient(point)) < 1e-10
        if all(np.linalg.norm(point - old) > 1e-4 for old in critical):
            critical.append(point)
assert len(critical) == 9
indices = [int(np.sum(np.linalg.eigvalsh(hessian(p)) < 0)) for p in critical]
counts = [indices.count(i) for i in range(3)]
assert counts == [4, 4, 1]

# Search the coupled flow itself for stationary points, including random starts.
starts = [np.array([x0, y0, angle]) for x0 in (-1, 0, 1)
          for y0 in (-1, 0, 1) for angle in (0.0, np.pi / 2)]
starts += [np.append(rng.uniform(-1.6, 1.6, 2), rng.uniform(0, np.pi))
           for _ in range(200)]
fixed, signatures = [], []
for start in starts:
    z = root(flow, start, tol=1e-12).x
    if np.linalg.norm(flow(z)) > 1e-9:
        continue
    assert np.linalg.norm(gradient(z[:2])) < 1e-8
    signature = np.array([z[0], z[1], np.cos(2*z[2]), np.sin(2*z[2])])
    if all(np.linalg.norm(signature - old) > 1e-5 for old in signatures):
        signatures.append(signature)
        fixed.append(z)
assert len(fixed) == 18

model_error, stable_count = 0.0, 0
for z in fixed:
    lam, vec = np.linalg.eigh(hessian(z[:2]))
    v = np.array([np.cos(z[2]), np.sin(z[2])])
    k = int(np.argmax(np.abs(vec.T @ v)))
    rates = numerical_rates(jacobian(flow, z))
    error = np.max(np.abs(rates - predicted_rates(lam, k, gamma)))
    model_error = max(model_error, error)
    is_stable = rates[-1] < 0
    assert is_stable == (np.sum(lam < 0) == 1 and k == 0)
    stable_count += int(is_stable)
assert model_error < 1e-6 and stable_count == 4

# Exact lowest-mode following has the same coordinate rates.
for point in critical:
    lam = np.linalg.eigvalsh(hessian(point))
    rates = numerical_rates(jacobian(lowest_mode_flow, point))
    assert np.allclose(rates, np.sort([lam[0], -lam[1]]), atol=1e-6)

# A nonzero curl rules out a modified potential energy.
curl_point = np.array([0.5, -0.8])
curl_jac = jacobian(lowest_mode_flow, curl_point)
curl = curl_jac[1, 0] - curl_jac[0, 1]
assert abs(curl) > 1e-3

# ---- Chosen minimum, saddle and maximum ----
minimum = min((p for p, i in zip(critical, indices) if i == 0 and p[0] > 0),
              key=lambda p: energy(*p))
saddle = min((p for p, i in zip(critical, indices) if i == 1),
             key=lambda p: np.linalg.norm(p - np.array([0.0, -1.0])))
maximum = critical[indices.index(2)]
lam_min, vec_min = np.linalg.eigh(hessian(minimum))
lam_sad, vec_sad = np.linalg.eigh(hessian(saddle))
lam_max = np.linalg.eigvalsh(hessian(maximum))
barrier = energy(*saddle) - energy(*minimum)


def mode_angle(vector):
    return np.arctan2(vector[1], vector[0])


def spectrum_at(point, vector):
    return numerical_rates(jacobian(flow, np.append(point, mode_angle(vector))))


rates_min = spectrum_at(minimum, vec_min[:, 0])
rates_min_upper = spectrum_at(minimum, vec_min[:, 1])
rates_sad = spectrum_at(saddle, vec_sad[:, 0])
rates_wrong = spectrum_at(saddle, vec_sad[:, 1])

# Radial rate of the unconstrained mode equation.


def radial_rate(point, vector, step=1e-5):
    h = hessian(point)

    def rhs(v):
        return (-h @ v + (v @ h @ v) * v) / gamma
    return vector @ (rhs((1 + step)*vector) - rhs((1 - step)*vector)) / (2*step)


radial_min = radial_rate(minimum, vec_min[:, 0])
radial_sad = radial_rate(saddle, vec_sad[:, 0])
assert abs(radial_min - 2 * lam_min[0] / gamma) < 1e-6
assert abs(radial_sad - 2 * lam_sad[0] / gamma) < 1e-6


def integrate(field, start, end, times=None):
    result = solve_ivp(lambda t, z: field(z), (0, end), start, t_eval=times,
                       method='DOP853', rtol=1e-11, atol=1e-13)
    assert result.success
    return result.y.T


# Escape from the minimum, and ordinary descent away from the saddle.
tiny = 1e-6
begin = np.append(minimum + tiny * vec_min[:, 0], mode_angle(vec_min[:, 0]))
escaped = integrate(flow, begin, 1.0)[-1]
escape_rate = np.log(np.linalg.norm(escaped[:2] - minimum) / tiny)
assert abs(escape_rate / lam_min[0] - 1) < 1e-3
descended = integrate(lambda x: -gradient(x), saddle + tiny*vec_sad[:, 0], 1.0)[-1]
descent_rate = np.log(np.linalg.norm(descended - saddle) / tiny)
assert abs(descent_rate / -lam_sad[0] - 1) < 1e-3

# Full climb, starting a small distance from the minimum toward the saddle.
displacement = 0.05
toward = vec_min[:, 0] * np.sign(vec_min[:, 0] @ (saddle - minimum))
start_x = minimum + displacement * toward
start_v = np.linalg.eigh(hessian(start_x))[1][:, 0]
times = np.array([0.0, 0.5, 1.0, 2.0, 5.0, 8.0, 12.0])
path = integrate(flow, np.append(start_x, mode_angle(start_v)), 12.0, times)
distances = np.linalg.norm(path[:, :2] - saddle, axis=1)
arrival_rate = np.log(distances[4] / distances[5]) / (times[5] - times[4])
slowest = min(-lam_sad[0], lam_sad[1])
assert distances[-1] < 1e-7
assert abs(arrival_rate / slowest - 1) < 1e-3

# Explicit Euler steps just below and just above the predicted limit.
step_limit = 2 / max(-lam_sad[0], lam_sad[1], (lam_sad[1]-lam_sad[0])/gamma)


def euler_error_ratio(step, number=60):
    x = saddle + 1e-6 * np.array([1.0, 1.0])
    v = vec_sad[:, 0] + 1e-6 * vec_sad[:, 1]
    v /= np.linalg.norm(v)

    def error():
        return np.linalg.norm(np.append(x - saddle, v - vec_sad[:, 0]))
    initial = error()
    for _ in range(number):
        g, hv = gradient(x), hessian(x) @ v
        x_new = x + step * (-g + 2 * (v @ g) * v)
        v = v - step * (hv - (v @ hv) * v) / gamma
        v /= np.linalg.norm(v)
        x = x_new
    return error() / initial


ratio_below = euler_error_ratio(0.95 * step_limit)
ratio_above = euler_error_ratio(1.05 * step_limit)
assert ratio_below < 0.1 and ratio_above > 10

# ---- Output ----
hartree = physical_constants['Hartree energy in eV'][0]
bohr = physical_constants['Bohr radius'][0] * 1e10


def show(values, digits=4):
    return ', '.join(f'{value:.{digits}f}' for value in values)


print(f'A, B = {A}, {B} eV; a = {a} A; c = {c} eV/A^2; gamma = {gamma}')
print(f'General test: {general_cases} cases, stable: {len(general_stable)}')
print(f'General test, gamma: {gamma_general}')
print(f'General test, largest rate error: {general_error:.1e} (model units)')
print(f'Degenerate minimum, largest rate: {degenerate_rates[-1]:.4f} (model units)')
print('Minima, index-one saddles, maxima:', *counts)
print(f'Fixed points up to sign of v: {len(fixed)}, stable: {stable_count}')
print(f'Model, largest rate error: {model_error:.1e} eV/A^2')
print(f'Minimum position: {show(minimum)} A')
print(f'Minimum energy: {energy(*minimum):.4f} eV')
print(f'Minimum Hessian eigenvalues: {show(lam_min)} eV/A^2')
print(f'Minimum lowest mode: {show(vec_min[:, 0])} (no unit)')
print(f'Saddle position: {show(saddle)} A')
print(f'Saddle energy: {energy(*saddle):.4f} eV')
print(f'Saddle Hessian eigenvalues: {show(lam_sad)} eV/A^2')
print(f'Saddle lowest mode: {show(vec_sad[:, 0])} (no unit)')
print(f'Maximum position: {show(maximum + 0.0)} A')
print(f'Maximum Hessian eigenvalues: {show(lam_max)} eV/A^2')
print(f'Barrier: {barrier:.4f} eV = {barrier/hartree:.5f} hartree')
print(f'Rates, minimum with lowest mode: {show(rates_min)} eV/A^2')
print(f'Rates, minimum with upper mode: {show(rates_min_upper)} eV/A^2')
print(f'Rates, saddle with lowest mode: {show(rates_sad)} eV/A^2')
print(f'Rates, saddle with upper mode: {show(rates_wrong)} eV/A^2')
print(f'Radial rate at minimum: {radial_min:.4f} eV/A^2')
print(f'Radial rate at saddle: {radial_sad:.4f} eV/A^2')
print(f'Measured escape rate from minimum: {escape_rate:.4f} eV/A^2')
print(f'Measured descent rate off saddle: {descent_rate:.4f} eV/A^2')
print(f'Trajectory initial displacement: {displacement} A')
for t, z, d in zip(times, path, distances):
    print(f't={t:.1f} A^2/eV: x,y={show(z[:2])} A; '
          f'V={energy(*z[:2]):.4f} eV; distance={d:.2e} A')
print(f'Measured arrival rate: {arrival_rate:.4f} eV/A^2')
print(f'Predicted arrival rate: {slowest:.4f} eV/A^2'
      f' = {slowest*bohr**2/hartree:.5f} hartree/bohr^2')
print(f'Curl test position: {show(curl_point, 1)} A')
print(f'Curl of reflected force: {curl:.4f} eV/A^2')
print(f'Euler step limit: {step_limit:.4f} A^2/eV')
print(f'Error ratio after 60 steps at 0.95 limit: {ratio_below:.2e}')
print(f'Error ratio after 60 steps at 1.05 limit: {ratio_above:.2e}')
print('every check passed')
```

It prints:

```
A, B = 0.5, 1.2 eV; a = 1.0 A; c = 0.3 eV/A^2; gamma = 1.0
General test: 30 cases, stable: 1
General test, gamma: 0.83
General test, largest rate error: 1.7e-09 (model units)
Degenerate minimum, largest rate: 1.0000 (model units)
Minima, index-one saddles, maxima: 4 4 1
Fixed points up to sign of v: 18, stable: 4
Model, largest rate error: 7.5e-10 eV/A^2
Minimum position: 1.0699, -1.0319 A
Minimum energy: -0.3157 eV
Minimum Hessian eigenvalues: 4.8522, 10.5490 eV/A^2
Minimum lowest mode: -0.9986, 0.0527 (no unit)
Saddle position: -0.1528, -0.9952 A
Saddle energy: 0.5227 eV
Saddle Hessian eigenvalues: -1.8678, 9.4697 eV/A^2
Saddle lowest mode: -0.9996, 0.0265 (no unit)
Maximum position: 0.0000, 0.0000 A
Maximum Hessian eigenvalues: -4.8318, -1.9682 eV/A^2
Barrier: 0.8384 eV = 0.03081 hartree
Rates, minimum with lowest mode: -10.5490, -5.6968, 4.8522 eV/A^2
Rates, minimum with upper mode: -4.8522, 5.6968, 10.5490 eV/A^2
Rates, saddle with lowest mode: -11.3375, -9.4697, -1.8678 eV/A^2
Rates, saddle with upper mode: 1.8678, 9.4697, 11.3375 eV/A^2
Radial rate at minimum: 9.7044 eV/A^2
Radial rate at saddle: -3.7355 eV/A^2
Measured escape rate from minimum: 4.8520 eV/A^2
Measured descent rate off saddle: 1.8678 eV/A^2
Trajectory initial displacement: 0.05 A
t=0.0 A^2/eV: x,y=1.0200, -1.0293 A; V=-0.3099 eV; distance=1.17e+00 A
t=0.5 A^2/eV: x,y=0.7238, -1.0177 A; V=-0.1061 eV; distance=8.77e-01 A
t=1.0 A^2/eV: x,y=0.2361, -1.0050 A; V=0.3747 eV; distance=3.89e-01 A
t=2.0 A^2/eV: x,y=-0.0974, -0.9967 A; V=0.5197 eV; distance=5.54e-02 A
t=5.0 A^2/eV: x,y=-0.1527, -0.9952 A; V=0.5227 eV; distance=1.99e-04 A
t=8.0 A^2/eV: x,y=-0.1528, -0.9952 A; V=0.5227 eV; distance=7.34e-07 A
t=12.0 A^2/eV: x,y=-0.1528, -0.9952 A; V=0.5227 eV; distance=4.18e-10 A
Measured arrival rate: 1.8678 eV/A^2
Predicted arrival rate: 1.8678 eV/A^2 = 0.01922 hartree/bohr^2
Curl test position: 0.5, -0.8 A
Curl of reflected force: 0.9612 eV/A^2
Euler step limit: 0.1764 A^2/eV
Error ratio after 60 steps at 0.95 limit: 6.13e-04
Error ratio after 60 steps at 1.05 limit: 1.04e+02
every check passed
```
